# Muonic 1s State in Lead: Binding and Probability Inside the Nucleus

## Problem

A muon is in the 1s state of a lead nucleus, \(Z=82\). The nucleus is static and spherical, and its charge density has the Fermi form

\[
\rho(r)\propto w(r)=\frac{1}{1+e^{(r-r_h)/a}} .
\]

The density has half its plateau value at \(r_h\), and it falls from 90% to 10% of the plateau over the skin thickness \(t\). The inputs are the root-mean-square charge radius \(r_{\rm rms}=5.5\) fm and \(t=2.3\) fm. These are two-figure values for the lead nucleus, treated as exact within the model.

(a) What is the binding energy, and what would it be if the nuclear charge were a point?

(b) What is the probability of finding the muon inside the nucleus?

Since \(w\) has no sharp edge, question (b) needs a definition: "inside" shall mean \(r<r_h\), and the effect of this choice is to be examined. Vacuum polarization and other radiative effects, excitation of the nucleus and the atomic electrons are left out.

Energies are in MeV and lengths in fm. The muon has \(mc^2=105.658\) MeV, and \(\hbar c=197.327\) MeV fm. The coupling is \(Z\alpha=0.5984\), so the strength of the Coulomb attraction is \(k=Z\alpha\hbar c=118.08\) MeV fm. The potential energy is \(V=-U\) with \(U>0\), and the binding energy is \(B=mc^2-E\), where \(E\) includes the rest energy.

## First estimate by scaling

For a point charge the nonrelativistic 1s state has the length \(\hbar/(Z\alpha mc)=\hbar c/(Z\alpha\,mc^2)=3.12\) fm and the binding energy

\[
\tfrac12(Z\alpha)^2mc^2=\tfrac12(0.3581)(105.658)\approx 18.9\ \text{MeV}.
\]

This length must be compared with the size of the nucleus. A uniformly charged sphere of radius \(R\) has \(\langle r^2\rangle=3R^2/5\), so the sphere with the given rms radius has \(R=\sqrt{5/3}\,r_{\rm rms}=7.10\) fm. The point-charge orbit would lie largely within the nucleus, where the attraction is not \(k/r\). A better starting point is the potential inside the sphere.

A charged shell of radius \(s\) acts at radius \(r\) as \(1/r\) if \(s<r\) and as \(1/s\) if \(s>r\). For any spherical density with profile \(w\), therefore,

\[
U(r)=\frac{k}{N}\left[\frac1r\int_0^r s^2w\,ds+\int_r^\infty s\,w\,ds\right],\qquad N=\int_0^\infty s^2w\,ds. \tag{1}
\]

For the uniform sphere \(w=1\) up to \(R\) and \(N=R^3/3\). Inside it,

\[
U(r)=\frac{3k}{R^3}\left[\frac{r^2}{3}+\frac{R^2-r^2}{2}\right]=\frac{3k}{2R}-\frac{k\,r^2}{2R^3}.
\]

The muon thus sits in a harmonic well of depth \(3k/2R=24.94\) MeV. Comparing \(kr^2/2R^3\) with \(\tfrac12m\omega^2r^2\) gives \(m\omega^2=k/R^3\), or

\[
\hbar\omega=\hbar c\sqrt{\frac{k}{mc^2R^3}}=11.03\ \text{MeV}.
\]

If the parabola is continued to all \(r\), the ground state lies \(\tfrac32\hbar\omega\) above the bottom, and

\[
B_{\rm osc}=\frac{3k}{2R}-\frac32\hbar\omega=24.94-16.54\approx 8.4\ \text{MeV}. \tag{2}
\]

The sign of the error can be found. Outside the sphere the true potential is \(-k/r\), and the parabola exceeds it by

\[
D(r)=-\frac{3k}{2R}+\frac{kr^2}{2R^3}+\frac kr,\qquad D(R)=0,\qquad D'(r)=k\left(\frac{r}{R^3}-\frac1{r^2}\right)>0\ \text{ for } r>R .
\]

The true potential is therefore nowhere above the parabola. The oscillator ground state, used as a trial function for the sphere, gives an energy no higher than \(-B_{\rm osc}\), and the true ground state lies no higher than that. So (2) is a lower bound on the binding energy, for the Schrödinger equation and the uniform sphere.

The same function estimates the probability. It is proportional to \(e^{-r^2/2b^2}\) with \(b=\sqrt{\hbar/m\omega}=\hbar c/\sqrt{mc^2\,\hbar\omega}=5.78\) fm. With \(x=R/b=1.23\) and one integration by parts,

\[
P_{\rm osc}(r<R)=\frac4{\sqrt\pi}\int_0^x u^2e^{-u^2}du=\operatorname{erf}(x)-\frac{2x}{\sqrt\pi}e^{-x^2}\approx0.92-0.31=0.61 .
\]

## Solution of the Dirac equation

### The nucleus

The condition \(w=0.9\) gives \(r=r_h-a\ln9\), and \(w=0.1\) gives \(r=r_h+a\ln 9\). Hence \(t=2a\ln9=4a\ln3\), and \(a=0.523\) fm.

The radius \(r_h\) follows from \(r_{\rm rms}\). Integrate by parts and set \(r=r_h+ax\):

\[
\int_0^\infty r^nw\,dr=\frac1{n+1}\int_0^\infty r^{n+1}(-w')\,dr\simeq\frac1{n+1}\int_{-\infty}^{\infty}(r_h+ax)^{n+1}h(x)\,dx,\qquad h=\frac{e^x}{(1+e^x)^2}.
\]

Moving the lower limit from \(-r_h/a\) to \(-\infty\) costs terms of order \(e^{-r_h/a}\), a few parts in a million here. The function \(h\) is even with unit area. A further integration by parts and the expansion of \(1/(1+e^x)\) in powers of \(e^{-x}\) give its moments:

\[
\langle x^2\rangle=4\int_0^\infty\frac{x\,dx}{1+e^x}=\frac{\pi^2}{3},\qquad \langle x^4\rangle=8\int_0^\infty\frac{x^3dx}{1+e^x}=\frac{7\pi^4}{15}.
\]

With \(\epsilon=\pi^2a^2/r_h^2\), the cases \(n=1,2,4\) are

\[
\frac{r_h^2}{2}\Big(1+\frac{\epsilon}{3}\Big),\qquad \frac{r_h^3}{3}(1+\epsilon),\qquad \frac{r_h^5}{5}\Big(1+\frac{10\epsilon}{3}+\frac{7\epsilon^2}{3}\Big)=\frac{r_h^5}{5}(1+\epsilon)\Big(1+\frac{7\epsilon}{3}\Big).
\]

The ratio of the last to the second is

\[
\langle r^2\rangle=\frac35r_h^2+\frac75\pi^2a^2 .
\]

Solving for the half-density radius gives

\[
r_h=\sqrt{\tfrac53\left(30.25-3.79\right)}=6.64\ \text{fm}.
\]

The potential is (1) with the Fermi profile, evaluated by numerical quadrature. At the centre only the second integral survives:

\[
U(0)=\frac{k}{N}\int_0^\infty s\,w\,ds=\frac{3k}{2r_h}\,\frac{1+\epsilon/3}{1+\epsilon}=25.64\ \text{MeV},\qquad \epsilon=0.0613 .
\]

### The radial equations

The Hamiltonian is \(c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V\). For a 1s state take

\[
\psi=\frac1{\sqrt{4\pi}}\begin{pmatrix} g(r)\,\chi\\ i f(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix}
\]

with a constant two-spinor \(\chi\) of unit norm. Two derivatives are needed. The first is \(\boldsymbol\sigma\cdot\nabla\,g\chi=g'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\). For the second write \(f\hat{\mathbf r}=\mathbf r\,q\) with \(q=f/r\):

\[
\sigma_i\sigma_j\,\partial_i(x_jq)\,\chi=\Big(\sigma_i\sigma_i\,q+\sigma_i\sigma_j\frac{x_ix_j}{r}q'\Big)\chi=(3q+rq')\chi=\Big(f'+\frac{2f}{r}\Big)\chi .
\]

Since \(\mathbf p=-i\hbar\nabla\), the upper line of \(H\psi=E\psi\) contains \(-i\cdot i=1\), and the lower line can be divided by \(i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\):

\[
\hbar c\Big(f'+\frac{2f}{r}\Big)=(E-mc^2-V)\,g,\qquad -\hbar c\,g'=(E+mc^2-V)\,f .
\]

Now put \(G=rg\), \(F=rf\), \(E=mc^2-B\) and \(V=-U\). Because \(g'=(G'-G/r)/r\) and \(f'+2f/r=(F'+F/r)/r\),

\[
G'=\frac Gr-\frac{2mc^2-B+U}{\hbar c}F,\qquad F'=-\frac Fr+\frac{U-B}{\hbar c}G. \tag{3}
\]

The normalization is \(\int_0^\infty(G^2+F^2)\,dr=1\).

### The point charge

For \(U=k/r\) try \(G\propto r^\gamma e^{-\lambda r}\) and \(F=\eta G\). In each equation of (3) the terms in \(1/r\) and the constant terms must balance separately:

\[
1-\gamma=Z\alpha\,\eta,\quad \hbar c\lambda=(2mc^2-B)\,\eta;\qquad \eta(1+\gamma)=Z\alpha,\quad \hbar c\lambda\,\eta=B .
\]

The first and third conditions give \((1-\gamma)(1+\gamma)=(Z\alpha)^2\). The positive root \(\gamma=\sqrt{1-(Z\alpha)^2}=0.8012\) is needed, since the negative one is not normalizable at the origin for this \(Z\). They also give \(\eta^2=(1-\gamma)/(1+\gamma)\). The second and fourth give \(\eta^2=B/(2mc^2-B)\), so

\[
B_{\rm point}=\frac{2mc^2\eta^2}{1+\eta^2}=mc^2(1-\gamma)=105.658\times0.1988\approx21.0\ \text{MeV}.
\]

Finally \(\hbar c\lambda=B/\eta=Z\alpha\,mc^2\), so \(1/\lambda=3.12\) fm, the length used in the estimate. The radial density is proportional to \(r^{2\gamma}e^{-2\lambda r}\). Its integral up to \(r_h\), an incomplete gamma function, is 0.86.

The nuclear size cannot be added to this state as a small correction. From the radial density, \(\langle1/r\rangle=2\lambda\,\Gamma(2\gamma)/\Gamma(2\gamma+1)=\lambda/\gamma\), and therefore \(\langle k/r\rangle=mc^2(Z\alpha)^2/\gamma=47.2\) MeV. The Fermi potential averaged over the same density by quadrature is \(\langle U\rangle=21.8\) MeV. First-order perturbation theory then gives

\[
B_{\rm point}-\langle k/r\rangle+\langle U\rangle=21.0-47.2+21.8=-4.4\ \text{MeV},
\]

which is no binding at all. First order is accurate when the nucleus is small compared with \(1/\lambda\) and \(Z\alpha\) is small as well. At \(Z=82\) the point state is singular at the origin, and first order overestimates the shift by about 30% even for a very small uniform sphere. Here the nucleus is about twice as large as \(1/\lambda\), and (3) has to be solved afresh.

### The Fermi nucleus

Near the origin \(U\simeq U(0)\) and \(G\simeq Ar\). Inserting \(F=Cr^2\) in the second equation of (3) gives \(3C=(U(0)-B)A/\hbar c\), so

\[
\frac FG\to\frac{U(0)-B}{3\hbar c}\,r .
\]

Far out, where \(U\) and \(1/r\) are negligible, a common decay \(e^{-\kappa r}\) requires \(\hbar c\,\kappa\,G=(2mc^2-B)F\) and \(\hbar c\,\kappa\,F=BG\). Dividing one by the other,

\[
\frac FG\to\sqrt{\frac{B}{2mc^2-B}} .
\]

With these starting ratios (3) was integrated by a high-order Runge–Kutta method, outward from 0.001 fm and inward from 80 fm, to a common point at \(r_h\). The two solutions join smoothly when \(G_{\rm out}F_{\rm in}-F_{\rm out}G_{\rm in}=0\), and a root search in \(B\) gives

\[
B=10.53\ \text{MeV}.
\]

Both \(G\) and \(F\) are positive throughout. Different states of this symmetry obey \(\int(G_1G_2+F_1F_2)\,dr=0\), so no second one can have this property. The solution found is the counterpart of the nodeless Schrödinger ground state, the 1s state.

The last digit is finer than the two-figure input allows: raising \(r_{\rm rms}\) by 0.10 fm lowers \(B\) by 0.10 MeV. The answer to (a) is thus 10.5 MeV for the Fermi nucleus and 21.0 MeV for the point charge, a ratio of one half.

The recoil of the nucleus is small. By the Hellmann–Feynman theorem \(dE/d(mc^2)=\langle\beta\rangle=1-2\int F^2dr\), hence \(dB/d(mc^2)=2\int F^2dr=0.048\). Replacing \(m\) by the reduced mass, with 208 atomic mass units for the nucleus, changes \(B\) by \(-0.003\) MeV. This is an estimate of recoil, since the Dirac equation with a reduced mass is not a full two-body theory. Vacuum polarization, left out of the model, is much larger: its lowest-order (Uehling) potential, averaged over this state, adds about 0.07 MeV to \(B\). The value 10.53 MeV is therefore that of the model, and it should not be read as the binding in real muonic lead to better than about 0.1 MeV.

Integrating the normalized density gives the distribution of the muon:

| \(r\) (fm) | \(U\) (MeV) | probability within \(r\) |
|---|---|---|
| 2 | 24.9 | 0.02 |
| 4 | 22.6 | 0.13 |
| 6 | 18.9 | 0.33 |
| 8 | 14.7 | 0.54 |
| 10 | 11.8 | 0.72 |
| 15 | 7.9 | 0.93 |

For the half-density radius,

\[
P(r<r_h)=\int_0^{r_h}(G^2+F^2)\,dr=0.40 ,
\]

which answers (b). The definition matters more than the numerical method. With the edge at 90% of the plateau density, \(r=5.49\) fm, the probability is 0.28. With the edge at 10%, \(r=7.79\) fm, it is 0.52. A measure without any edge is \(\int(G^2+F^2)\,w\,dr\), which weights each position by the relative nuclear density. It also gives 0.40.

## Comparison

The estimate of 8.4 MeV is 20% below the solution. The difference can be split by removing one simplification at a time. The Schrödinger energies below come from diagonalizing the radial Hamiltonian in Gaussian functions \(re^{-\zeta r^2}\), and the last line is the Dirac result above.

| Model | \(B\) (MeV) |
|---|---|
| parabola everywhere, Schrödinger | 8.41 |
| uniform sphere, Schrödinger | 10.42 |
| Fermi nucleus, Schrödinger | 10.46 |
| Fermi nucleus, Dirac | 10.53 |

Nearly all of the error, 2.0 MeV, comes from continuing the parabola beyond the nuclear surface. The diffuse surface at fixed rms radius adds 0.045 MeV and relativity 0.068 MeV. In this model the binding energy therefore depends mainly on the overall size of the nucleus and little on the shape of its surface. The rms radius is not the sharpest measure of that size: when \(t\) goes from 1 to 3 fm, \(B\) changes by 0.07 MeV at fixed rms radius and by less than 0.01 MeV at fixed mean radius \(\langle r\rangle\) of the charge. For the point charge relativity is far more important: it raises the binding from 18.9 to 21.0 MeV.

The energy balance shows how the muon gains binding compared with the oscillator. Stretching an eigenstate, \(\psi(\mathbf r)\to s^{3/2}\psi(s\mathbf r)\), leaves its energy stationary at \(s=1\). The term \(\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle\) is proportional to \(s\), and \(\langle V\rangle\) becomes \(\langle V(r/s)\rangle\), so that \(\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle=\langle rV'\rangle\). The kinetic energy without the rest energy is then

\[
T=\langle rV'\rangle+mc^2\langle\beta-1\rangle=\langle rV'\rangle-2mc^2\!\int\!F^2dr=10.31-5.09=5.22\ \text{MeV},
\]

while \(\langle V\rangle=-15.75\) MeV. In the oscillator the kinetic energy is half of \(\tfrac32\hbar\omega\), or 8.27 MeV, and the mean potential energy is \(-24.94+8.27=-16.67\) MeV. The actual muon has 3.05 MeV less kinetic energy and gives up 0.92 MeV of potential energy. The net gain is the missing 2.1 MeV. It includes the effects of the diffuse surface and of relativity, which by the table add only 0.1 MeV together; the rest is due to the Coulomb tail.

The muon is thus spread more widely than the oscillator allows, and the probability shows it. For the uniform sphere the Dirac equation, solved in the same way, gives \(P(r<R)=0.45\), against the estimated 0.61. The oscillator falls short of the Dirac binding energy by about a fifth of the latter, and it overestimates the time spent inside by more than a third, because its wall keeps rising where the real attraction fades as \(1/r\).

Numerical values quoted here were computed with a short program.
